# Why the exact Kohn-Sham gap still needs a correction: the Hubbard dimer

**Q:** I have a simple picture of why people run GW after a density-functional calculation. LDA is an approximate functional, so its Kohn-Sham gap is wrong, and GW repairs the damage. With the exact functional, the Kohn-Sham gap would be the true gap and GW would have nothing to do.

**A:** Let us test the last sentence, because your picture depends on it. Which gap do you call the true one?

**Q:** The cost of taking an electron from one neutral system and adding it to another.

**A:** That is the fundamental gap. With ground-state energy \(E(N)\), ionization energy \(I=E(N-1)-E(N)\) and affinity \(A=E(N)-E(N+1)\), it is
\[
E_g=I-A=E(N+1)+E(N-1)-2E(N).
\]
The Kohn-Sham gap is something else: the spacing \(\varepsilon_{\rm gap}=\varepsilon_L-\varepsilon_H\) between the lowest empty and highest occupied levels of non-interacting electrons that have the correct \(N\)-electron density. To compare the two without any functional error, we need a system where both can be found exactly. Two sites are enough:
\[
H=-t\sum_\sigma(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma})+U\sum_i n_{i\uparrow}n_{i\downarrow}+\sum_i v_i n_i .
\]
Here \(t\) is the hopping and \(U\) the cost of two electrons on one site. I take \(N=2\) and begin with \(v_1=v_2=0\). Energies will be in units of \(t\).

**Q:** One electron is easy. It sits in the bonding orbital, so \(E(1)=-t\).

**A:** Three electrons are as easy. Say two are up and one is down. The up electrons fill both sites and cannot hop. The down electron hops freely, and wherever it sits it meets one up electron. So \(E(3)=U-t\).

For two electrons, take the singlet with one electron per site and the even combination of the two doubly occupied states:
\[
|c\rangle=\tfrac{1}{\sqrt2}(c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{1\downarrow})|0\rangle,\quad
|d\rangle=\tfrac{1}{\sqrt2}(c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{2\downarrow})|0\rangle .
\]
Each of the two terms in \(|c\rangle\) can hop into either doubly occupied state with amplitude \(-t\), so \(\langle d|H|c\rangle=-2t\). The diagonal elements are \(0\) and \(U\). The eigenvalue condition is \(E(E-U)-4t^2=0\), and its lower root is
\[
E(2)=\tfrac12\left[U-\sqrt{U^2+16t^2}\right].
\]
It is negative, while the remaining two-electron states, the triplet and the odd doubly occupied state, lie at \(0\) and \(U\). So this is the ground state.

**Q:** Then I can assemble the gap myself:
\[
E_g=(U-t)+(-t)-\left[U-\sqrt{U^2+16t^2}\right]=\sqrt{U^2+16t^2}-2t .
\]
For \(U=4t\) that is \(5.657t-2t=3.657t\).

**A:** Now find the exact Kohn-Sham gap. Let the Kohn-Sham potentials be \(\mp\Delta_s/2\) on sites 1 and 2, apart from a constant. The levels of
\[
\begin{pmatrix}-\Delta_s/2&-t\\-t&\Delta_s/2\end{pmatrix}
\]
are \(\pm\frac12\varepsilon_{\rm gap}\), with \(\varepsilon_{\rm gap}=\sqrt{\Delta_s^2+4t^2}\). Both electrons occupy the lower one, so their energy is \(-\varepsilon_{\rm gap}\). Its derivative with respect to \(\Delta_s\) is the expectation value of \(-\frac12(n_1-n_2)\). With \(\Delta n=n_1-n_2\) this gives
\[
\Delta n=\frac{2\Delta_s}{\sqrt{\Delta_s^2+4t^2}} .
\]
What does the exact density require in the symmetric dimer?

**Q:** One electron per site, so \(\Delta n=0\), hence \(\Delta_s=0\) and \(\varepsilon_{\rm gap}=2t\). For every \(U\)! But couldn't a better potential open the gap?

**A:** There is no better one. The density fixes \(\Delta_s\), and all that remains free is a constant, which moves both levels together. Any approximate functional whose potential is equal on the two sites also gives \(2t\). In this dimer such a functional makes no error in the Kohn-Sham gap, and yet
\[
\Delta_{xc}\equiv E_g-\varepsilon_{\rm gap}=\sqrt{U^2+16t^2}-4t
\]
is \(1.657t\) at \(U=4t\). It vanishes at \(U=0\), as it must for non-interacting electrons. For \(U\gg t\) the fundamental gap approaches \(U-2t\), while the Kohn-Sham gap stays at \(2t\).

**Q:** So the exact functional fails?

**A:** No. Used for one, two and three electrons, it returns the exact total energies, and their combination is \(E_g\). What fails is the reading of \(E_g\) from the level spacing of the two-electron calculation.

**Q:** The name "derivative discontinuity" suggests that this difference sits somewhere in the functional. Where?

**A:** In the slope of the xc energy as the electron number passes 2. Fractional \(N\) means an ensemble that mixes neighbouring integers, so \(E_v(N)\) is a straight line between integers. Its slope is \(E(2)-E(1)=-I\) just below \(N=2\) and \(E(3)-E(2)=-A\) just above. The universal part of the energy, kinetic plus interaction, is
\[
F[n]=\max_v\Big\{E_v(N)-\sum_i v_in_i\Big\},\qquad N=n_1+n_2 .
\]
Change \(n_i\) slightly. The maximizing potential changes too, but at a maximum that has no first-order effect. What remains is
\[
\frac{\partial F}{\partial n_i}=\frac{\partial E_v}{\partial N}-v_i .
\]
As \(N\to2\) from either side, the density tends to the same two-electron density, and \(v\) to the same potential. So \(\partial F/\partial n_i\) jumps by \(-A-(-I)=E_g\), equally on both sites.

**Q:** And the Kohn-Sham side?

**A:** The non-interacting kinetic energy \(T_s[n]\) is the same construction at \(U=0\). Let \(v^0_i\) be the Kohn-Sham potential with zero mean and \(\varepsilon^0_{H,L}\) its levels. Then \(\partial T_s/\partial n_i\) is \(\varepsilon^0_H-v^0_i\) below \(N=2\) and \(\varepsilon^0_L-v^0_i\) above, a jump of \(\varepsilon_{\rm gap}\). The Hartree-xc potential is the derivative of \(F-T_s\), so it jumps by \(E_g-\varepsilon_{\rm gap}=\Delta_{xc}\). The Hartree energy \(\frac U2\sum_in_i^2\) is smooth, so the whole jump belongs to xc.

The same derivatives fix the constant in the potential. Just below \(N=2\),
\[
v_i+v_{Hxc,i}=v_i+(-I-v_i)-(\varepsilon^0_H-v^0_i)=v^0_i-I-\varepsilon^0_H ,
\]
so the occupied level lies at \(-I\). Just above, the same steps with \(-A\) and \(\varepsilon^0_L\) put the empty level at \(-A\).

**Q:** Let me see that in numbers for \(U=4t\).

**A:** The energies \(-1.000t\), \(-0.828t\) and \(3.000t\) for one, two and three electrons give \(I=-0.172t\) and \(A=-3.828t\). They are negative because I put the site energies at zero; lowering both sites by the same amount raises \(I\) and \(A\) equally and leaves the gap alone. Just below \(N=2\) the Kohn-Sham levels are \(0.172t\) and \(2.172t\). Just above, they are \(1.828t\) and \(3.828t\). The spacing is \(2t\) on both sides, but both levels have moved up by \(1.657t\). The true gap runs from the occupied level before the jump to the empty level after it: \(3.828t-0.172t=3.656t\), which agrees with \(3.657t\) within rounding.

**Q:** You chose a case where symmetry protects the Kohn-Sham gap. In general an approximate functional does get that gap wrong.

**A:** It does, and the two errors can be separated:
\[
E_g-\varepsilon^{\rm approx}_{\rm gap}=\Delta_{xc}+\left[\varepsilon^{\rm exact}_{\rm gap}-\varepsilon^{\rm approx}_{\rm gap}\right].
\]
The bracket is the functional's fault; \(\Delta_{xc}\) is not. Make the sites unequal, with \(v_1=-\Delta v/2\), \(v_2=+\Delta v/2\), \(\Delta v=2t\), and keep \(U=4t\). One electron now has \(E(1)=-\sqrt{t^2+\Delta v^2/4}=-1.414t\). For three, the two up electrons contribute \(v_1+v_2=0\), so \(E(3)=U+E(1)=2.586t\).

For two electrons, \(|c\rangle\) couples to each doubly occupied state with \(-2t/\sqrt2=-\sqrt2\,t\), and those states have energies \(U\mp\Delta v\). Eliminating their amplitudes gives
\[
E=\frac{2t^2}{E-U+\Delta v}+\frac{2t^2}{E-U-\Delta v},
\]
whose lowest root is \(E(2)=-0.962t\). Indeed \(-2/2.962-2/6.962=-0.962\). So \(E_g=2.586t-1.414t+1.925t\approx3.096t\).

**Q:** And the exact density?

**A:** Relative to the weight of \(|c\rangle\), the doubly occupied states have weights \(2/2.962^2=0.228\) and \(2/6.962^2=0.041\). Hence \(\Delta n=2(0.228-0.041)/1.269\approx0.294\). To turn this into a gap, square the density relation and solve for \(\Delta_s^2=4t^2\Delta n^2/(4-\Delta n^2)\). Then
\[
\varepsilon_{\rm gap}=\sqrt{\Delta_s^2+4t^2}=\frac{4t}{\sqrt{4-\Delta n^2}}=2.022t ,
\]
and \(\Delta_{xc}=3.096t-2.022t=1.074t\).

**Q:** Now the approximate functional.

**A:** I take exchange only, and I keep the two spin densities equal, as they are in the exact singlet. (At this \(U\) exchange alone also has a spin-polarized solution of lower energy, which I leave aside.) An electron then feels the opposite-spin density on its site, \(n_i/2\), so \(v_{Hx,i}=Un_i/2\). This is a local functional of the density, though not the LDA of a real solid. Self-consistency requires \(\Delta_s=\Delta v-U\Delta n/2\). The solution has \(\Delta n=0.654\), so \(\Delta_s=2t-1.308t=0.692t\) and the gap is \(\sqrt{0.692^2+4}\,t=2.116t\). It falls short of \(E_g\) by \(0.980t\), which splits as
\[
0.980t=1.074t-0.094t .
\]

**Q:** The functional error has the opposite sign! If I perfect this functional, the Kohn-Sham gap moves away from the true gap.

**A:** In this example, yes. The dimer does not tell you how the two terms share the error in a given solid. It does show that removing the functional error need not remove the gap error.

**Q:** Then what does GW supply that the exact potential does not?

**A:** A Kohn-Sham potential is one static, local function, chosen to reproduce a density. GW replaces it by a self-energy that depends on the energy of the added or removed electron and contains the response of the other electrons to it. Here we can write it out.

Let \(f_i=\varphi_H(i)\varphi_L(i)\), with real orbitals, and write \(\varepsilon=\varepsilon_{\rm gap}\). A weak potential \(\delta v_i(\tau)\), with \(\tau\) the time, mixes a little of the empty orbital into the occupied one, \(\varphi_H+a\varphi_L\), with \(i\dot a=\varepsilon a+\sum_jf_j\delta v_j\). The density changes by \(\delta n_i=2f_ix\), where \(x=a+a^*\) and the 2 counts spins. Write \(a=(x+iy)/2\). The imaginary part of the equation gives \(\dot x=\varepsilon y\), the real part \(\dot y=-\varepsilon x-2\sum_jf_j\delta v_j\). Together,
\[
\ddot x=-\varepsilon^2x-2\varepsilon\sum_jf_j\delta v_j .
\]
In the random-phase approximation (RPA) the electrons also feel the induced Hartree potential \(U\delta n_j=2Uf_jx\). Adding it to \(\delta v_j\) raises the squared frequency to
\[
\Omega^2=\varepsilon^2+4\varepsilon U\sum_jf_j^2 .
\]
For a potential oscillating at frequency \(\omega\), \(\ddot x=-\omega^2x\), so the response is \(\chi_{ij}=4\varepsilon f_if_j/(\omega^2-\Omega^2)\). The screened interaction is \(W=U+U^2\chi\), and its frequency-dependent part is
\[
W^c_{ij}=\frac{2U^2\varepsilon}{\Omega}f_if_j\left[\frac1{\omega-\Omega}-\frac1{\omega+\Omega}\right].
\]

**Q:** And the self-energy is \(G\) times \(W\).

**A:** Yes: \(\Sigma^c_{ij}(\omega)=\frac{i}{2\pi}\int d\omega'\,G_{ij}(\omega+\omega')W^c_{ij}(\omega')\), with time-ordered functions. The pole of \(W^c\) at \(+\Omega\) lies just below the real axis, the one at \(-\Omega\) just above. For an empty orbital \(m\), the pole of \(G\) lies below, so close the contour above. The enclosed pole at \(-\Omega\) has residue \(-1\) in the bracket, and \(\frac{i}{2\pi}(2\pi i)(-1)=1\). For an occupied orbital close below; the pole at \(+\Omega\) gives \(\frac{i}{2\pi}(-2\pi i)(+1)=1\). With \(M_{nm}=\sum_i\varphi_n(i)\varphi_m(i)f_i\),
\[
\Sigma^c_{nn}(\omega)=\frac{2U^2\varepsilon}{\Omega}\left[\frac{M_{nL}^2}{\omega-\varepsilon_L-\Omega}+\frac{M_{nH}^2}{\omega-\varepsilon_H+\Omega}\right].
\]
The bare \(U\) in \(W\) gives exchange, \(-Un_i/2\), which with the Hartree term \(Un_i\) makes \(Un_i/2\).

**Q:** In the symmetric dimer that is \(U/2\) on both sites, so exchange opens no gap.

**A:** Right, as long as the two spin densities are equal, as they are in our start. Whatever opens must then come from \(\Sigma^c\). Measure energies from \(U/2\). That is the exact midgap, since \(-(I+A)/2=[E(3)-E(1)]/2=U/2\). I place the middle of the Kohn-Sham gap there, so \(\varepsilon_{H,L}=\mp t\). The orbitals are \((1,\pm1)/\sqrt2\), hence \(f=(\frac12,-\frac12)\), \(\sum f_i^2=\frac12\), \(M_{HH}=M_{LL}=0\) and \(M_{HL}=\frac12\). With \(\varepsilon=2t\), \(\Omega^2=4t^2+4tU\), and the added electron's energy \(y\) obeys
\[
y=t+\frac{B}{y+t+\Omega},\qquad B=\frac{2U^2\cdot2t}{\Omega}\cdot\frac14=\frac{U^2t}{\Omega}.
\]
The equation for the occupied level is \(y_H=-t+B/(y_H-t-\Omega)\), which is solved by \(y_H=-y\). So the gap is \(2y\). Multiplying out,
\[
y^2+\Omega y-t^2-t\Omega-B=0 .
\]
The positive root is the added-electron level. Since \(\Omega^2+4t^2+4t\Omega=(\Omega+2t)^2\),
\[
E_g^{GW}=2y=\sqrt{(\Omega+2t)^2+4U^2t/\Omega}-\Omega .
\]
At \(U=4t\), \(\Omega=4.472t\) and \(E_g^{GW}=\sqrt{41.89+14.31}\,t-4.472t=3.02t\).

**Q:** So GW started from the exact Kohn-Sham system and still raised the gap from \(2t\) to \(3.02t\). It had work to do. But it missed \(3.66t\).

**A:** It recovered 62% of \(\Delta_{xc}\). GW is an approximation too, and its quality changes with \(U\):

| \(U/t\) | exact \(E_g/t\) | GW gap \(/t\) | GW correction \(/\Delta_{xc}\) |
|---|---|---|---|
| 1 | 2.12 | 2.14 | 1.17 |
| 2 | 2.47 | 2.41 | 0.86 |
| 4 | 3.66 | 3.02 | 0.62 |
| 8 | 6.94 | 4.33 | 0.47 |

**Q:** Too much at small \(U\)? I expected GW to be best there.

**A:** The absolute error does become small. For the ratio, expand. At small \(U\), \(\Omega\to2t\) and \(B\to U^2/2\), so \(y-t\approx B/(4t)=U^2/(8t)\), and the gap opens by \(U^2/(4t)\). The exact result is \(\sqrt{16t^2+U^2}-4t\approx U^2/(8t)\), half as much.

The factor 2 comes from spin. In this model an up electron interacts with down electrons only, so to second order in \(U\) it can polarize only them. The RPA response adds both spins, which contribute equally. At larger \(U\) the correction is too small instead, and the two curves cross at \(U\approx1.46t\). Good agreement near there is partly a cancellation of errors.

**Q:** Back to the unequal sites. Surely the exact Kohn-Sham system is at least the best starting point for GW?

**A:** Let us see. I use one-shot \(G_0W_0\): orbitals, levels and screening come from the start and are not updated. Each level solves \(E_n=h_n+\Sigma^c_{nn}(E_n)\), where \(h_n\) is the expectation value of hopping, site potential and \(Un_i/2\), and off-diagonal elements of the self-energy are neglected. Because \(E(3)-E(1)=U\) also holds here, I again align each start's midgap with \(U/2\). As a third start I add Hartree only, \(v_{H,i}=Un_i\). The exact gap is \(3.096t\).

| start | \(\Delta n\) | KS gap \(/t\) | \(G_0W_0\) gap \(/t\) |
|---|---|---|---|
| Hartree only | 0.398 | 2.041 | 3.091 |
| exchange only | 0.654 | 2.116 | 2.822 |
| exact KS | 0.294 | 2.022 | 3.132 |

**Q:** The crude Hartree start wins, with an error of \(-0.005t\) against \(+0.036t\) for the exact one!

**A:** I would not recommend it on that evidence. The lead depends on the alignment. If the Hartree start keeps its own constant (midgap at \(U\)) and the exact start takes the constant from just below \(N=2\), both err by about \(+0.04t\). The small errors are also special to this \(\Delta v\): with the midgap alignment and \(U=4t\), the Hartree and exact starts err by \(-0.44t\) and \(-0.43t\) at \(\Delta v=t\), and by \(+0.74t\) and \(+0.61t\) at \(\Delta v=4t\). We have just seen that this GW can err in either direction, so a defect of the start can offset a defect of the self-energy. A better start does not guarantee a better one-shot gap.

**Q:** The exchange-only start has the largest Kohn-Sham gap but the smallest \(G_0W_0\) gap. Why?

**A:** Compare it with the exact start. The difference \(h_L-h_H\) is \(2.116t\) for exchange only and \(2.186t\) for exact KS, which accounts for \(0.07t\) of the \(0.31t\) between the final gaps. The rest is \(\Sigma^c\), which adds \(0.71t\) in the first case and \(0.95t\) in the second.

The density shows why. If \(p\) and \(1-p\) are the weights of \(\varphi_H\) on the two sites, then \(p-(1-p)=\Delta n/2\), and
\[
M_{HL}=\sum_if_i^2=2p(1-p)=\tfrac12\left(1-\tfrac{\Delta n^2}{4}\right).
\]
The exchange-only density is more lopsided, so \(M_{HL}^2\), the weight of the term that opens the gap, drops from 0.239 to 0.199. The prefactor \(2U^2\varepsilon/\Omega\) grows a little, from \(14.5t^2\) to \(15.3t^2\), but the product still falls. Besides, \(M_{LL}\) is no longer zero. Its term has denominator \(E_L-\varepsilon_L-\Omega<0\), so it pushes the empty level down, and it is larger for the more lopsided density. The \(M_{HH}\) term pushes the occupied level up by the same amount. These two terms account for about \(0.14t\) of the \(0.24t\) between the two self-energy corrections, and the weaker \(M_{HL}\) terms for the other \(0.10t\).

**Q:** You aligned the midgaps by hand. Does the constant in the potential matter?

**A:** Yes, in a one-shot calculation, because it shifts the poles of \(\Sigma^c\). In the symmetric dimer at \(U=4t\) the effect is slight: using the constant from just below \(N=2\) changes the GW gap from \(3.02t\) to \(3.04t\). It grows with \(U\); at \(U=8t\) the gap changes from \(4.33t\) to \(4.45t\). That too is starting-point dependence. The numerical check checks these formulas against direct diagonalization, numerical slopes of \(F\) and \(T_s\), and numerical frequency integrals.

**Q:** Then I must restate my belief. An approximate functional can spoil the Kohn-Sham gap, but the exact one gives a gap that still differs from \(I-A\) by \(\Delta_{xc}\). GW estimates the electron addition and removal energies themselves, so it has a job even after a perfect Kohn-Sham calculation.

**A:** Yes, whenever \(\Delta_{xc}\) is not zero. And when a \(G_0W_0\) gap agrees with the true one, ask how much of the agreement came from the start.

## Calculated quantities

```
All energies in units of the hopping t
SYMMETRIC DIMER, U = 4.0 t, dv = 0
  E(1) = -1.0000 t
  E(2) = -0.8284 t
  E(3) = 3.0000 t
  ionization energy I = -0.1716 t
  electron affinity A = -3.8284 t
  fundamental gap = 3.6569 t
  exact KS gap = 2.0000 t
  Delta_xc from the gaps = 1.6569 t
  jump of v_xc from slopes, sites 1 and 2 = 1.657, 1.657 t
  KS HOMO, LUMO just below N=2 = 0.172, 2.172 t
  KS HOMO, LUMO just above N=2 = 1.828, 3.828 t
  RPA excitation energy Omega = 4.4721 t
  gap with Hartree and exchange only = 2.0000 t
  G0W0 gap, midgap alignment = 3.0245 t
  G0W0 gap, left-limit alignment = 3.0362 t
SYMMETRIC DIMER, SCAN (gaps in t; last column GW correction/Delta_xc)
  U/t   KS gap   G0W0 gap   exact gap   Delta_xc   ratio
  1.0   2.0000   2.1443     2.1231      0.1231     1.172
  2.0   2.0000   2.4075     2.4721      0.4721     0.863
  4.0   2.0000   3.0245     3.6569      1.6569     0.618
  8.0   2.0000   4.3280     6.9443      4.9443     0.471
  same ratio at U = 0.01 t: 1.985
  G0W0 and exact gaps cross at U = 1.460 t
ASYMMETRIC DIMER, U = 4.0 t, dv = 2.0 t
  E(1) = -1.4142 t
  E(2) = -0.9624 t
  E(3) = 2.5858 t
  exact n1 - n2 = 0.2941 electrons
  exact KS site asymmetry ds = 0.2974 t
  fundamental gap = 3.0964 t
  exact KS gap = 2.0220 t
  Delta_xc = 1.0744 t
  jump of v_xc from slopes, sites 1 and 2 = 1.074, 1.074 t
  exact KS gap minus exchange-only KS gap = -0.0944 t
  fundamental gap minus exchange-only KS gap = 0.9800 t
  start: n1-n2 (electrons), KS gap, static gap, G0W0 gap (t)
  Hartree-only   0.3984  2.0409  2.1996  3.0914
  exchange-only  0.6540  2.1163  2.1163  2.8217
  exact KS       0.2941  2.0220  2.1859  3.1324
```
